# Why f' dips logarithmically at an x-ray absorption edge: a program that tests the result

```python
"""
Result under test: a jump A in the absorptive scattering factor f'' at an edge
produces a logarithmic dip in the dispersive factor f'. For the model edge
    f'' = A/x^2 for x > 1, and 0 for x < 1,   x = photon energy / edge energy,
the Kramers-Kronig transform is f' = (A/pi) ln|1-x^2| / x^2.
With a core-hole full width Gamma, z = x + i Gamma/(2 edge energy) and
    f' - i f'' = (A/pi) ln(1-z^2) / z^2      (time dependence exp(-i omega t)).
Scattering factors are in electrons; the algebra is in atomic units.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import jv

hartree_ev = constants.physical_constants["Hartree energy in eV"][0]
bohr_angstrom = constants.physical_constants["Bohr radius"][0] * 1e10
light_speed = 1 / constants.fine_structure

edge_ev = 10000.0
jump = 3.5
width_ev = 2.0
gamma = width_ev / edge_ev          # full width in units of the edge energy
half = gamma / 2


def model_absorption(y):
    return jump / y**2


def sharp_dispersion(x):
    return jump / np.pi * np.log(abs(1 - x**2)) / x**2


def broadened(x):
    z = x + 1j * half
    return jump / np.pi * np.log(1 - z**2) / z**2


def kramers_kronig(x, absorption, start=1.0):
    """Principal-value transform; returns total and the symmetric-window part.

    The window reaches equally far on both sides of x, down to the onset.
    The rest is integrated in the logarithm of the distance from x.
    """
    def numerator(y):
        return -2 / np.pi * y * absorption(y) / (y + x)

    window, lower = 0.0, start
    if x > start:
        lower = 2 * x - start
        window = quad(numerator, start, lower, weight="cauchy", wvar=x)[0]
    tail = quad(lambda t: numerator(x + np.exp(t)),
                np.log(lower - x), 40, limit=300)[0]
    return window + tail, window


def integrate_above_edge(function):
    """Integral from the edge to infinity, in panels that resolve the width."""
    breaks = [1.0] + [1 + half * 10**k for k in range(5)] + [np.inf]
    return sum(quad(function, a, b, limit=300)[0]
               for a, b in zip(breaks[:-1], breaks[1:]))


# Quantum scattering factor: A^2 plus p.A terms against induced dipole
size, kept = 90, 80
lowering = np.diag(np.sqrt(np.arange(1, size)), 1)
position = (lowering + lowering.T) / np.sqrt(2)
momentum = (lowering.T - lowering) / np.sqrt(2)     # true momentum is i times this
x_squared = position @ position
hamiltonian = (-momentum @ momentum / 2 + x_squared / 2
               + 0.1 * x_squared @ x_squared)[:kept, :kept]
energies, states = np.linalg.eigh(hamiltonian)
ground = states[:, 0]
excitation = energies[1:] - energies[0]
p_elements = states[:, 1:].T @ momentum[:kept, :kept] @ ground
dipole_vector = position[:kept, :kept] @ ground
for omega in (0.5, 3.0):
    velocity_form = 1 + np.sum(2 * excitation * p_elements**2
                               / (omega**2 - excitation**2))
    polarizability = sum(
        dipole_vector @ np.linalg.solve(
            hamiltonian - (energies[0] + s * omega) * np.eye(kept), dipole_vector)
        for s in (1, -1))
    assert abs(velocity_form + omega**2 * polarizability) < 1e-7

# Cross section: friction loss of a driven oscillator against f''
omega, resonance, friction = 1.1, 1.0, 0.05
response = 1 / (resonance**2 - omega**2 - 1j * friction * omega)
times = np.arange(400) * 2 * np.pi / omega / 400
velocity = np.real(-1j * omega * response * np.exp(-1j * omega * times))
loss_cross_section = np.mean(friction * velocity**2) / (light_speed / (8 * np.pi))
oscillator_factor = omega**2 / (omega**2 - resonance**2 + 1j * friction * omega)
assert np.isclose(loss_cross_section,
                  -4 * np.pi * oscillator_factor.imag / (light_speed * omega),
                  rtol=1e-10)

# Finite threshold absorption from the zero-energy Coulomb p wave
radial = quad(lambda r: 2 * r**2 * np.exp(-r) * np.sqrt(2 * r)
              * jv(3, np.sqrt(8 * r)), 0, 60, limit=300)[0]
threshold_density = 2 * 0.5 * radial**2 / 3
threshold_absorption = np.pi / 2 * 0.5 * threshold_density
assert np.isclose(threshold_absorption, 64 * np.pi / (3 * np.e**4), rtol=1e-7)

# Closed form of the transform, its limits and its zero
for x in (0.3, 0.9, 0.999, 1.001, 1.1, 2.0, 5.0):
    assert abs(kramers_kronig(x, model_absorption)[0] - sharp_dispersion(x)) < 1e-6
strength = quad(lambda y: 2 / np.pi * model_absorption(y) / y, 1, np.inf)[0]
assert np.isclose(strength, jump / np.pi, rtol=1e-8)
assert abs(kramers_kronig(0.001, model_absorption)[0] + strength) < 1e-5
assert 0 < kramers_kronig(50.0, model_absorption)[0] < 0.01
zero = brentq(lambda x: kramers_kronig(x, model_absorption)[0], 1.2, 1.7)
assert abs(zero - np.sqrt(2)) < 1e-6

# Universal logarithm: another decay law, both sides of the edge.
# Tolerance covers terms of order detuning times its logarithm.
for side in (-1, 1):
    near, far = (kramers_kronig(1 + side * d, lambda y: jump * y**-0.7)[0]
                 for d in (1e-5, 1e-4))
    assert abs((far - near) - jump / np.pi * np.log(10)) < 5e-3
decade_change = jump / np.pi * np.log(10)

# Nearly cancelling symmetric window above the edge
total_above, window_above = kramers_kronig(1 + 100 / edge_ev, model_absorption)
assert abs(window_above) < 0.02 * abs(total_above)

# Lifetime: Lorentzian average of f'', and a continuum of damped oscillators
for detuning in (-5.0, -1.0, 0.0, 1.0, 5.0):
    x = 1 + detuning / edge_ev
    averaged = integrate_above_edge(
        lambda y: model_absorption(y) * half / np.pi
        * (1 / ((x - y)**2 + half**2) - 1 / ((x + y)**2 + half**2)))
    assert abs(averaged + broadened(x).imag) < 1e-6

    def damped(y):
        density = 2 / np.pi * model_absorption(y) / y
        return density * (x**2 / (x**2 - y**2 + 1j * gamma * x) - 1)

    damped_sum = (integrate_above_edge(lambda y: damped(y).real)
                  + 1j * integrate_above_edge(lambda y: damped(y).imag))
    # The two damping models differ by relative order width/edge.
    assert abs(damped_sum - broadened(x)) < 4e-3

quarter_points = [-broadened(1 + s * half).imag for s in (-1, 1)]
assert np.allclose(quarter_points, [jump / 4, 3 * jump / 4], atol=0.01)
minimum = minimize_scalar(lambda d: broadened(1 + d / edge_ev).real,
                          bounds=(-3, 3), method="bounded",
                          options={"xatol": 1e-7})
depth_estimate = jump / np.pi * np.log(gamma)
assert abs(minimum.fun - depth_estimate) < 0.01
assert abs(minimum.x) < 0.01

# Gradual rise instead of a step
ramp_ev = 20.0
ramp = ramp_ev / edge_ev


def ramp_absorption(y):
    if y < 1 + ramp / 2:
        return jump * (0.5 + (y - 1) / ramp)
    return model_absorption(y)


ramp_value = kramers_kronig(1.0, ramp_absorption, start=1 - ramp / 2)[0]
ramp_estimate = jump / np.pi * (np.log(ramp) - 1)
assert abs(ramp_value - ramp_estimate) < 0.02

# Worked example
edge_au = edge_ev / hartree_ev
wavelength = 2 * np.pi * light_speed / edge_au * bohr_angstrom
section_jump = 4 * np.pi * jump / (light_speed * edge_au) * bohr_angstrom**2
print(f"Edge energy: {edge_ev:.0f} eV")
print(f"Jump of f'': {jump:.2f} electrons")
print(f"Core-hole full width: {width_ev:.1f} eV")
print(f"Edge wavelength: {wavelength:.4f} angstrom")
print(f"Cross-section jump: {section_jump:.3e} angstrom^2")
print(f"Shell oscillator strength: {strength:.4f} electrons")
print(f"Change of f' per decade of detuning: {decade_change:.3f} electrons")
print(f"Hydrogenic 1s threshold f'': {threshold_absorption:.4f} per electron")
print("Detuning (eV); sharp f', sharp f'', broadened f', f'' (electrons)")
for detuning in (-1000, -100, -10, -1, 0, 1, 10, 100, 1000):
    x = 1 + detuning / edge_ev
    value = broadened(x)
    if detuning == 0:
        sharp_text = " diverges    jumps"
    else:
        sharp_abs = model_absorption(x) if x > 1 else 0.0
        sharp_text = f"{sharp_dispersion(x):9.3f}{sharp_abs:9.3f}"
    print(f"{detuning:6d} {sharp_text}{value.real:9.3f}{-value.imag:9.3f}")
print(f"Broadened minimum of f': {minimum.fun:.3f} electrons")
print(f"Minimum estimated from width: {depth_estimate:.3f} electrons")
print(f"Minimum position relative to edge: {minimum.x:.4f} eV")
print(f"f' at +100 eV by quadrature: {total_above:.3f} electrons")
print(f"Part from symmetric window: {window_above:.3f} electrons")
print(f"Zero crossing of sharp f': {zero * edge_ev:.1f} eV")
print(f"Ramp width: {ramp_ev:.0f} eV")
print(f"f' at centre of ramp: {ramp_value:.3f} electrons")
print(f"Ramp estimate: {ramp_estimate:.3f} electrons")
print("OK")
```

Output:

```
Edge energy: 10000 eV
Jump of f'': 3.50 electrons
Core-hole full width: 2.0 eV
Edge wavelength: 1.2398 angstrom
Cross-section jump: 2.446e-04 angstrom^2
Shell oscillator strength: 1.1141 electrons
Change of f' per decade of detuning: 2.565 electrons
Hydrogenic 1s threshold f'': 1.2275 per electron
Detuning (eV); sharp f', sharp f'', broadened f', f'' (electrons)
 -1000    -2.284    0.000   -2.284    0.001
  -100    -4.453    0.000   -4.452    0.010
   -10    -6.938    0.000   -6.932    0.110
    -1    -9.491    0.000   -9.105    0.873
     0  diverges    jumps   -9.489    1.748
     1    -9.487    3.499   -9.101    2.623
    10    -6.909    3.493   -6.904    3.381
   100    -4.267    3.431   -4.268    3.419
  1000    -1.437    2.893   -1.437    2.891
Broadened minimum of f': -9.489 electrons
Minimum estimated from width: -9.489 electrons
Minimum position relative to edge: -0.0016 eV
f' at +100 eV by quadrature: -4.267 electrons
Part from symmetric window: 0.032 electrons
Zero crossing of sharp f': 14142.1 eV
Ramp width: 20 eV
f' at centre of ramp: -8.040 electrons
Ramp estimate: -8.038 electrons
OK
```
